**Gaussian-process covariances and a force-only H₂ potential**

The program treats total energies E, forces F = −∂E/∂r and virials W = −∂E/∂η as linear functionals of a local energy with kernel k(q,q′), where q is a descriptor vector and η is the strain. It asserts that the analytic covariance blocks agree with an explicit ensemble of random potentials whose forces and virials come from finite differences; the largest discrepancy is 6.7×10⁻⁷ in eV and Å units. It also asserts that the virial equals the atomic position–force sum for an isolated cluster but not for the periodic example. For H₂ at the RHF/cc-pVDZ level, nine forces and the known nuclear repulsion 1/r determine the energy differences. Assertions compare these differences with separate RHF energies, with trapezoidal integration and with integrals of the posterior force. For the best of four printed settings of mean and noise ratio (mean 1/r, force-noise variance 10⁻¹² bohr⁻² times the kernel variance), the largest error is 1.3×10⁻⁵ hartree, against 1.4×10⁻³ hartree for the trapezoidal rule at the training distances. The output also shows that the posterior standard deviations underestimate several errors, that the fit is sensitive to the noise ratio, and that the absolute energy is not determined by forces.

## Verification by program

```python
"""
Result under test: if a local energy eps(q) is a Gaussian process with kernel
k(q,q'), covariances of total energies E, forces F=-dE/dr and virials
W=-dE/d(strain) follow by applying the corresponding linear functionals to
both arguments of k. Force data alone then determine energy differences.
q: descriptor vector; ell: kernel length; sigma: kernel amplitude.
Strain transforms both atoms and cell by r -> (1+strain) r.
The model structures use angstrom and eV; the H2 fit uses bohr and hartree.
For H2 the known nuclear repulsion 1/r is the mean of the process.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq
from pyscf import gto, scf

# ---------- Covariances for a many-body local-energy model ----------
CUTOFF = 3.5
WIDTHS = np.array([2.0, 3.0])
SIGMA_LOCAL = 1.0
ELL_LOCAL = 0.5
SHIFTS = np.array(list(itertools.product([-1, 0, 1], repeat=3)))


def neighbours(positions, cell):
    vectors = (positions[None, :, None, :] + (SHIFTS @ cell)[None, None, :, :]
               - positions[:, None, None, :])
    squared = np.sum(vectors**2, axis=-1)
    inside = (squared > 1e-12) & (squared < CUTOFF**2)
    return vectors, squared[..., None], inside[..., None]


def descriptors(positions, cell):
    _, u, inside = neighbours(positions, cell)
    values = np.exp(-u / WIDTHS**2) * (1 - u / CUTOFF**2)**3
    return np.where(inside, values, 0.0).sum(axis=(1, 2))


def descriptor_jacobian(positions, cell):
    """Derivatives with respect to all positions, then the nine strains."""
    vectors, u, inside = neighbours(positions, cell)
    taper = 1 - u / CUTOFF**2
    slope = -np.exp(-u / WIDTHS**2) * (
        taper**3 / WIDTHS**2 + 3 * taper**2 / CUTOFF**2)
    slope = np.where(inside, slope, 0.0)
    pull = 2 * slope[..., None] * vectors[..., None, :]
    pair_pull = pull.sum(axis=2)
    n = len(positions)
    by_position = np.zeros((n, 2, n, 3))
    for i in range(n):
        for j in range(n):
            by_position[i, :, j] += pair_pull[i, j]
            by_position[i, :, i] -= pair_pull[i, j]
    by_strain = np.einsum("ijnsa,ijnb->isab", pull, vectors)
    return np.concatenate([by_position.reshape(n, 2, 3 * n),
                           by_strain.reshape(n, 2, 9)], axis=2)


def observable_covariance(first, second):
    """Rows and columns are E, all force components, all virial components."""
    q, p = descriptors(*first), descriptors(*second)
    jq, jp = descriptor_jacobian(*first), descriptor_jacobian(*second)
    delta = q[:, None, :] - p[None, :, :]
    kernel = SIGMA_LOCAL**2 * np.exp(
        -np.sum(delta**2, axis=-1) / (2 * ELL_LOCAL**2))
    grad_second = kernel[..., None] * delta / ELL_LOCAL**2
    mixed = kernel[..., None, None] * (
        np.eye(2) / ELL_LOCAL**2
        - delta[..., :, None] * delta[..., None, :] / ELL_LOCAL**4)
    energy_row = -np.einsum("ijb,jby->y", grad_second, jp)
    energy_column = np.einsum("ija,iax->x", grad_second, jq)
    derivative_block = np.einsum("iax,ijab,jby->xy", jq, mixed, jp)
    return np.block([[np.array([[kernel.sum()]]), energy_row[None, :]],
                     [energy_column[:, None], derivative_block]])


# The spectral representation gives explicit independent random potentials.
nodes, weights = np.polynomial.hermite_e.hermegauss(24)
frequencies = np.array(list(itertools.product(nodes, repeat=2))) / ELL_LOCAL
member_scale = SIGMA_LOCAL * np.sqrt(
    np.outer(weights, weights).ravel() / (2 * np.pi))


def member_energies(positions, cell):
    phase = descriptors(positions, cell) @ frequencies.T
    return np.concatenate([member_scale * np.cos(phase).sum(axis=0),
                           member_scale * np.sin(phase).sum(axis=0)])


def member_observables(positions, cell, step=3e-5):
    rows = [member_energies(positions, cell)]
    for index in np.ndindex(positions.shape):
        shift = np.zeros_like(positions)
        shift[index] = step
        rows.append(-(member_energies(positions + shift, cell)
                      - member_energies(positions - shift, cell)) / (2 * step))
    for index in np.ndindex((3, 3)):
        strain = np.zeros((3, 3))
        strain[index] = step
        plus, minus = np.eye(3) + strain, np.eye(3) - strain
        rows.append(-(member_energies(positions @ plus.T, cell @ plus.T)
                      - member_energies(positions @ minus.T, cell @ minus.T))
                    / (2 * step))
    return np.array(rows)


structure_a = (np.array([[0.1, 0.2, 0.0], [1.9, 0.4, 0.3],
                         [0.6, 2.0, 1.5]]), 4.0 * np.eye(3))
structure_b = (np.array([[0.0, 0.1, 0.2], [1.5, 1.2, 0.7]]),
               4.2 * np.eye(3))
cov_ab = observable_covariance(structure_a, structure_b)
cov_aa = observable_covariance(structure_a, structure_a)
cov_bb = observable_covariance(structure_b, structure_b)
members_a = member_observables(*structure_a)
members_b = member_observables(*structure_b)
ensemble_error = max(np.max(np.abs(cov_ab - members_a @ members_b.T)),
                     np.max(np.abs(cov_aa - members_a @ members_a.T)),
                     np.max(np.abs(cov_bb - members_b @ members_b.T)))
assert ensemble_error < 1e-6
assert np.max(np.abs(members_a[1:10].reshape(3, 3, -1).sum(axis=0))) < 1e-7
member_virial = members_a[10:].reshape(3, 3, -1)
assert np.max(np.abs(member_virial - member_virial.transpose(1, 0, 2))) < 1e-6
joint = np.block([[cov_aa, cov_ab], [cov_ab.T, cov_bb]])
joint_eigenvalues = np.linalg.eigvalsh(joint)
assert joint_eigenvalues[0] > -1e-10 * joint_eigenvalues[-1]
numerical_rank = np.sum(joint_eigenvalues > 1e-10 * joint_eigenvalues[-1])
assert numerical_rank < len(joint)

# Compare the strain virial with the atomic position-force sum.
cluster = (structure_a[0], 30.0 * np.eye(3))
cluster_cov = observable_covariance(cluster, structure_b)
cluster_sum = np.einsum("iay,ib->aby", cluster_cov[1:10].reshape(3, 3, -1),
                        cluster[0]).reshape(9, -1)
assert np.allclose(cluster_sum, cluster_cov[10:], atol=1e-10)
periodic_sum = np.einsum("iay,ib->aby", cov_aa[1:10].reshape(3, 3, -1),
                         structure_a[0]).reshape(9, -1)
assert np.max(np.abs(periodic_sum - cov_aa[10:])) > 1e-3

# ---------- H2 potential learned only from RHF forces ----------


def hydrogen_energy_force(distance):
    molecule = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, float(distance))]],
                     unit="Bohr", basis="cc-pvdz", verbose=0)
    calculation = scf.RHF(molecule)
    calculation.conv_tol = 1e-12
    calculation.conv_tol_grad = 1e-8
    calculation.max_cycle = 100
    energy = calculation.kernel()
    assert calculation.converged
    gradient = calculation.nuc_grad_method().kernel()
    return energy, -gradient[1, 2]


test_r = np.linspace(1.0, 3.4, 17)
reference = np.array([hydrogen_energy_force(r) for r in test_r])
train_r, train_force = test_r[::2], reference[::2, 1]
anchor_index = 4
anchor_r = test_r[anchor_index]
true_difference = reference[:, 0] - reference[anchor_index, 0]
fd_step = 1e-3
fd_force = -(hydrogen_energy_force(1.3 + fd_step)[0]
             - hydrogen_energy_force(1.3 - fd_step)[0]) / (2 * fd_step)
assert abs(fd_force - train_force[1]) < 1e-5

# Extended precision protects small posterior variances from cancellation.
mp.mp.dps = 40
to_mp = np.frompyfunc(mp.mpf, 1, 1)
mp_exp = np.frompyfunc(mp.exp, 1, 1)
r_data = to_mp(train_r)
anchor = to_mp(np.array([anchor_r]))
length_grid = np.arange(0.4, 15.001, 0.05)


def profile_likelihood(length, residual_force, noise_ratio):
    delta = train_r[:, None] - train_r[None, :]
    scaled = np.exp(-delta**2 / (2 * length**2)) * (
        1 / length**2 - delta**2 / length**4)
    scaled += noise_ratio * np.eye(len(train_r))
    factor = np.linalg.cholesky(scaled)
    white = np.linalg.solve(factor, residual_force)
    variance = white @ white / len(train_r)
    log_likelihood = (-0.5 * len(train_r) * (np.log(2 * np.pi * variance) + 1)
                      - np.log(np.diag(factor)).sum())
    return log_likelihood, variance


class ForceProcess:
    """Mean energy charge/r plus a process conditioned on forces only.

    noise_ratio is force-noise variance / kernel variance, in bohr^-2.
    """

    def __init__(self, charge, noise_ratio):
        self.charge = charge
        residual = train_force - charge / train_r**2
        scan = np.array([profile_likelihood(x, residual, noise_ratio)
                         for x in length_grid])
        self.best = int(np.argmax(scan[:, 0]))
        self.log_likelihood = scan[self.best, 0]
        self.ell = mp.mpf(float(length_grid[self.best]))
        self.variance = mp.mpf(float(scan[self.best, 1]))
        self.noise_variance = self.variance * mp.mpf(noise_ratio)
        data_cov = self.cov_ff(r_data, r_data)
        for i in range(len(train_r)):
            data_cov[i, i] += self.noise_variance
        self.inverse = np.array(
            mp.inverse(mp.matrix(data_cov.tolist())).tolist(), dtype=object)
        self.coefficients = self.inverse @ to_mp(residual)

    def cov_vv(self, x, y):
        delta = x[:, None] - y[None, :]
        return mp_exp(-(delta**2) / (2 * self.ell**2)) * self.variance

    def cov_vf(self, x, y):
        return -self.cov_vv(x, y) * (x[:, None] - y[None, :]) / self.ell**2

    def cov_ff(self, x, y):
        delta = x[:, None] - y[None, :]
        return self.cov_vv(x, y) * (-(delta**2) / self.ell**4
                                    + 1 / self.ell**2)

    def difference(self, distances):
        """Mean and variance of V(r) minus V(anchor)."""
        distances = np.asarray(distances, dtype=float)
        x = to_mp(distances)
        cross = self.cov_vf(x, r_data) - self.cov_vf(anchor, r_data)
        mean = (cross @ self.coefficients).astype(float)
        mean += self.charge * (1 / distances - 1 / anchor_r)
        spread = []
        for i in range(len(x)):
            prior = 2 * self.variance - 2 * self.cov_vv(x[i:i + 1],
                                                        anchor)[0, 0]
            spread.append(prior - cross[i] @ self.inverse @ cross[i])
        return mean, np.array(spread, dtype=float)

    def force(self, distances):
        distances = np.asarray(distances, dtype=float)
        learned = self.cov_ff(to_mp(distances), r_data) @ self.coefficients
        return learned.astype(float) + self.charge / distances**2


# Separate the influence of the mean function from that of the noise term.
fits = {(charge, ratio): ForceProcess(charge, ratio)
        for charge in (0.0, 1.0) for ratio in (1e-10, 1e-12)}
fit_errors = {key: np.max(np.abs(fit.difference(test_r)[0] - true_difference))
              for key, fit in fits.items()}
gp = fits[(1.0, 1e-12)]
assert 0 < gp.best < len(length_grid) - 1
assert fit_errors[(1.0, 1e-12)] < fit_errors[(0.0, 1e-12)]


# Differentiate a kernel with an added constant, without using its formulas.
def shifted_kernel(x, y):
    return gp.variance * mp.exp(-(x - y)**2 / (2 * gp.ell**2)) + 7


x0, y0 = mp.mpf("1.2"), mp.mpf("2.0")
x_array, y_array = np.array([x0], dtype=object), np.array([y0], dtype=object)
numeric_vf = -mp.diff(shifted_kernel, (x0, y0), (0, 1))
numeric_ff = mp.diff(shifted_kernel, (x0, y0), (1, 1))
assert abs(numeric_vf - gp.cov_vf(x_array, y_array)[0, 0]) < 1e-8 * gp.variance
assert abs(numeric_ff - gp.cov_ff(x_array, y_array)[0, 0]) < 1e-8 * gp.variance

# Integrate the force posterior to test energy means and variances.
gauss_x, gauss_w = np.polynomial.legendre.leggauss(24)
half_span = (test_r[-1] - anchor_r) / 2
quad_float = anchor_r + half_span * (gauss_x + 1)
quad_r, quad_w = to_mp(quad_float), to_mp(half_span * gauss_w)
force_cross = gp.cov_ff(quad_r, r_data)
force_posterior = (gp.cov_ff(quad_r, quad_r)
                   - force_cross @ gp.inverse @ force_cross.T)
integrated_mean = -(half_span * gauss_w) @ gp.force(quad_float)
integrated_variance = float(quad_w @ force_posterior @ quad_w)
end_mean, end_variance = gp.difference([test_r[-1]])
assert abs(integrated_mean - end_mean[0]) < 1e-10
assert end_variance[0] > 0
assert abs(integrated_variance / end_variance[0] - 1) < 1e-5

prediction, prediction_variance = gp.difference(test_r)
prediction_std = np.sqrt(np.maximum(prediction_variance, 0))
errors = prediction - true_difference
# The trapezoidal rule receives the same exact nuclear repulsion.
trapezoid = -cumulative_trapezoid(train_force - 1 / train_r**2, train_r,
                                  initial=0)
trapezoid += 1 / train_r
trapezoid -= trapezoid[anchor_index // 2]
trapezoid_error = np.max(np.abs(trapezoid - true_difference[::2]))
gp_node_error = np.max(np.abs(errors[::2]))
assert np.max(np.abs(errors)) < 1e-3
assert gp_node_error < trapezoid_error / 5

gp_bond = brentq(lambda r: gp.force([r])[0], 1.3, 1.6)
direct_bond = brentq(lambda r: hydrogen_energy_force(r)[1], 1.3, 1.6,
                     xtol=1e-7)
assert abs(gp_bond - direct_bond) < 2e-3
anchor_cross = gp.cov_vf(anchor, r_data)[0]
absolute_mean = float(anchor_cross @ gp.coefficients) + 1 / anchor_r
absolute_variance = float(gp.variance
                          - anchor_cross @ gp.inverse @ anchor_cross)

# ---------- Results ----------
print(f"Model: sigma={SIGMA_LOCAL:.1f} eV, ell={ELL_LOCAL:.1f} (dimensionless)")
print(f"Model: cutoff={CUTOFF:.1f}, widths={WIDTHS} angstrom")
print(f"Cells A, B: {structure_a[1][0,0]:.1f}, {structure_b[1][0,0]:.1f} angstrom")
print("Positions A (angstrom):", structure_a[0].tolist())
print("Positions B (angstrom):", structure_b[0].tolist())
print(f"Cov(E_A,E_B) = {cov_ab[0,0]:.6f} eV^2")
print(f"Cov(E_A,F_B1x) = {cov_ab[0,1]:.6f} eV^2/angstrom")
print(f"Cov(F_A1x,F_B1x) = {cov_ab[1,1]:.6f} eV^2/angstrom^2")
print(f"Cov(E_A,W_Bxx) = {cov_ab[0,7]:.6f} eV^2")
print(f"Cov(F_A1x,W_Bxx) = {cov_ab[1,7]:.6f} eV^2/angstrom")
print(f"Cov(W_Axx,W_Bxx) = {cov_ab[10,7]:.6f} eV^2")
print(f"Largest ensemble discrepancy = {ensemble_error:.2e} (eV, angstrom units)")
print(f"Joint matrix: size={len(joint)}, numerical rank={numerical_rank}")
print(f"Periodic Var(W_Axx) = {cov_aa[10,10]:.6f} eV^2")
print(f"Periodic Cov(sum xFx,W_Axx) = {periodic_sum[0,10]:.6f} eV^2")
print("H2 level: RHF/cc-pVDZ; training data: forces only; mean 1/r")
print(f"Fitted ell = {float(gp.ell):.2f} bohr")
print(f"Fitted sigma = {float(mp.sqrt(gp.variance)):.6f} hartree")
print(f"Force-noise std = {float(mp.sqrt(gp.noise_variance)):.3e} hartree/bohr")
print(f"Maximum log likelihood = {gp.log_likelihood:.4f} (atomic units)")
print("Training table: r [bohr], force [hartree/bohr]")
for r, force in zip(train_r, train_force):
    print(f"  {r:.2f}  {force:+.8f}")
print(f"Energy differences relative to r = {anchor_r:.2f} bohr")
print("Columns: r [bohr], GP, RHF, error, posterior std [hartree]")
for i in list(range(1, len(test_r), 2)) + [0, len(test_r) - 1]:
    print(f"  {test_r[i]:.2f} {prediction[i]:+.7f} {true_difference[i]:+.7f}"
          f" {errors[i]:+.2e} {prediction_std[i]:.2e}")
for (charge, ratio), error in fit_errors.items():
    fit = fits[(charge, ratio)]
    print(f"Mean {charge:.0f}/r, noise ratio {ratio:.0e} bohr^-2: "
          f"ell={float(fit.ell):.2f} bohr, max error={error:.2e} hartree")
print(f"Max GP error, nodes = {gp_node_error:.3e} hartree")
print(f"Max trapezoid error, nodes = {trapezoid_error:.3e} hartree")
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
print(f"Max GP error = {np.max(np.abs(errors))*hartree_ev*1000:.4f} meV")
print(f"GP bond length = {gp_bond:.6f} bohr")
print(f"Direct RHF bond length = {direct_bond:.6f} bohr")
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"GP bond length = {gp_bond*bohr_angstrom:.6f} angstrom")
print(f"Absolute V at anchor: GP mean = {absolute_mean:.6f} hartree")
print(f"Absolute V at anchor: GP std = {np.sqrt(absolute_variance):.6f} hartree")
print(f"Absolute RHF energy at anchor = {reference[anchor_index,0]:.6f} hartree")
print("success")
```

Output:

```
Model: sigma=1.0 eV, ell=0.5 (dimensionless)
Model: cutoff=3.5, widths=[2. 3.] angstrom
Cells A, B: 4.0, 4.2 angstrom
Positions A (angstrom): [[0.1, 0.2, 0.0], [1.9, 0.4, 0.3], [0.6, 2.0, 1.5]]
Positions B (angstrom): [[0.0, 0.1, 0.2], [1.5, 1.2, 0.7]]
Cov(E_A,E_B) = 5.396669 eV^2
Cov(E_A,F_B1x) = -1.146922 eV^2/angstrom
Cov(F_A1x,F_B1x) = 1.071088 eV^2/angstrom^2
Cov(E_A,W_Bxx) = 2.420552 eV^2
Cov(F_A1x,W_Bxx) = -2.156565 eV^2/angstrom
Cov(W_Axx,W_Bxx) = 13.744020 eV^2
Largest ensemble discrepancy = 6.66e-07 (eV, angstrom units)
Joint matrix: size=35, numerical rank=10
Periodic Var(W_Axx) = 57.086240 eV^2
Periodic Cov(sum xFx,W_Axx) = 17.219997 eV^2
H2 level: RHF/cc-pVDZ; training data: forces only; mean 1/r
Fitted ell = 1.30 bohr
Fitted sigma = 0.649779 hartree
Force-noise std = 6.498e-07 hartree/bohr
Maximum log likelihood = 23.2479 (atomic units)
Training table: r [bohr], force [hartree/bohr]
  1.00  +0.36020573
  1.30  +0.05509080
  1.60  -0.05587091
  1.90  -0.09582708
  2.20  -0.10666740
  2.50  -0.10536398
  2.80  -0.09914534
  3.10  -0.09100146
  3.40  -0.08227012
Energy differences relative to r = 1.60 bohr
Columns: r [bohr], GP, RHF, error, posterior std [hartree]
  1.15 +0.0132557 +0.0132541 +1.60e-06 4.21e-07
  1.45 -0.0054877 -0.0054859 -1.83e-06 3.01e-07
  1.75 +0.0104445 +0.0104456 -1.09e-06 1.84e-07
  2.05 +0.0388471 +0.0388484 -1.31e-06 3.01e-07
  2.35 +0.0707034 +0.0707047 -1.27e-06 3.50e-07
  2.65 +0.1022547 +0.1022559 -1.17e-06 3.93e-07
  2.95 +0.1319751 +0.1319767 -1.62e-06 4.89e-07
  3.25 +0.1592710 +0.1592702 +7.22e-07 5.95e-07
  1.00 +0.0516604 +0.0516472 +1.32e-05 2.47e-06
  3.40 +0.1719480 +0.1719394 +8.57e-06 2.53e-06
Mean 0/r, noise ratio 1e-10 bohr^-2: ell=0.55 bohr, max error=2.81e-03 hartree
Mean 0/r, noise ratio 1e-12 bohr^-2: ell=0.55 bohr, max error=2.81e-03 hartree
Mean 1/r, noise ratio 1e-10 bohr^-2: ell=7.95 bohr, max error=4.17e-04 hartree
Mean 1/r, noise ratio 1e-12 bohr^-2: ell=1.30 bohr, max error=1.32e-05 hartree
Max GP error, nodes = 1.320e-05 hartree
Max trapezoid error, nodes = 1.439e-03 hartree
Max GP error = 0.3593 meV
GP bond length = 1.413369 bohr
Direct RHF bond length = 1.413429 bohr
GP bond length = 0.747923 angstrom
Absolute V at anchor: GP mean = 0.772166 hartree
Absolute V at anchor: GP std = 0.405187 hartree
Absolute RHF energy at anchor = -1.123003 hartree
success
```
